Mode-space transport in a nonuniform ribbon and its discarded couplings

When the transmission of a ribbon of varying width is computed from its transverse subbands, one must decide whether to solve a separate one-dimensional equation for each transverse subband or to keep the subbands coupled. The first choice is cheaper, but it removes the processes by which a wave changes subband. Whether that is acceptable depends on the size of the discarded terms and on whether a state in another subband lies near the transport energy.

Take electrons of mass m in one parabolic band, without a magnetic field, between hard walls at y_b(x) and y_t(x). The width is W = y_t − y_b, and the ribbon is uniform far to the left and right. The edges are continuous and their slopes are bounded. Write κ = ħ²/2m and let a prime on a function of x denote its x derivative. At each x the transverse modes obey

−κ ∂y²φ_n = ε_n φ_n,
φ_n = √(2/W) sin[nπ(y − y_b)/W],
ε_n = κ(nπ/W)².

They are real, orthonormal across the ribbon, and zero at both walls. Expand the wavefunction as ψ(x,y) = Σ_n φ_n(x,y) f_n(x). Since the modes change along the ribbon,

∂xψ = Σ_n [φ_n f_n′ + (∂xφ_n) f_n].

Define two matrices by integrals over y at fixed x:

A_mn = ∫ φ_m ∂xφ_n dy,
G_mn = ∫ (∂xφ_m)(∂xφ_n) dy.

The matrix A is antisymmetric. Differentiating ∫φ_mφ_n dy = δ_mn gives A_mn + A_nm = 0, because the terms from the moving limits contain φ_mφ_n at a wall and vanish. With the f_n collected in a column f, the energy form κ∫∫(|∂xψ|² + |∂yψ|²) dy dx becomes

∫ {κ[f′†f′ + f′†A f + f†Aᵀf′ + f†G f] + f†ε f} dx,

where ε is the diagonal matrix of the ε_n. Integrate the terms containing f′† by parts, so that f′†(f′ + Af) becomes −f†∂(f′ + Af), and put Aᵀ = −A. The operator between f† and f is

H = −κ∂² − κ(∂A + A∂) + κG + ε.

Here ∂ differentiates everything to its right, so ∂A f = A′f + A f′. A potential U(x) would only add to the diagonal. A potential U(x,y) would also add the matrix elements ∫φ_m U φ_n dy, unless it were included in the equation defining the modes.

The uncoupled-mode approximation sets to zero, for every m ≠ n,

H_mn = −κ(∂A_mn + A_mn∂) + κG_mn.

Acting on f_n, this is −κ(2A_mn f_n′ + A_mn′ f_n) + κG_mn f_n. The discarded part is thus a derivative coupling and a potential-like coupling. The diagonal term κG_nn is different: it is a potential within one mode, and an uncoupled calculation can keep it. Below, "uncoupled" means that it is kept.

With all modes present, G can be expressed through A. The function ∂xφ_n is square-integrable over the slice and can be expanded in the modes, with convergence in the mean even though it need not vanish at the walls. Its coefficients are A_kn, so

G_mn = Σ_k A_km A_kn = −Σ_k A_mk A_kn = −(A²)_mn.

The Hamiltonian then takes the compact form −κ(∂ + A)² + ε. If only some modes are kept, squaring the truncated A omits the intermediate modes outside the set. The projected G must therefore be calculated in its own right.

To find A, put g = ∂xφ_n and differentiate the mode equation with respect to x:

(−κ∂y² − ε_n)g = ε_n′ φ_n.

Multiply by φ_m with m ≠ n and integrate over y. The right side vanishes by orthogonality. Two integrations by parts on the left, with φ_m = 0 at the walls, give

(ε_m − ε_n)A_mn + κ[(∂yφ_m)g] = 0,

where the bracket means its value at the top wall minus that at the bottom. Because φ_n[x, y_e(x)] = 0 all along an edge y_e, differentiation along that edge gives g = −y_e′∂yφ_n there. Hence

A_mn = κ[y_e′(∂yφ_m)(∂yφ_n)]/(ε_m − ε_n).

The product of mode slopes is 2mnπ²/W³ at the bottom and (−1)^(m+n) times this at the top, while ε_m − ε_n = κπ²(m² − n²)/W². Therefore, for m ≠ n,

A_mn = 2mn[(−1)^(m+n)y_t′ − y_b′]/[W(m² − n²)].

Two cases show what this means. If a ribbon of constant width shifts sideways, then y_t′ = y_b′ and modes with even m + n do not couple through A. If the width changes symmetrically about a straight centre line, then y_t′ = −y_b′ = W′/2. Modes with odd m + n then decouple, and for even m + n

A_mn = 2mnW′/[W(m² − n²)].

For the symmetric ribbon, put y = Wu with −1/2 < u < 1/2 and φ_n = W^(−1/2)χ_n(u), where χ_n = √2 sin[nπ(u + 1/2)]. At fixed y, ∂xu = −uW′/W, so

∂xφ_n = −(W′/W)W^(−1/2)[χ_n/2 + u dχ_n/du].

Insert this into G. The squared first terms give δ_mn/4. The cross terms give (1/2)∫u d(χ_mχ_n) = −δ_mn/2, since χ vanishes at the ends. Thus

G_mn = (W′/W)²[J_mn − δ_mn/4],
J_mn = ∫u²(dχ_m/du)(dχ_n/du) du.

The product of derivatives is mnπ²{cos[(m − n)π(u + 1/2)] + cos[(m + n)π(u + 1/2)]}. Two integrations by parts give

∫u² cos[pπ(u + 1/2)] du = 2/(pπ)²

for nonzero even p, and zero for odd p. For p = 0 the integral is 1/12. Consequently J_nn = n²π²/12 + 1/2, and for unequal modes of the same parity J_mn = 2mn[1/(m − n)² + 1/(m + n)²]. The result is

G_nn = (W′/W)²(n²π²/12 + 1/4),
G_mn = (W′/W)² 4mn(m² + n²)/(m² − n²)².

The second line holds for m ≠ n with m + n even; for odd m + n, G_mn = 0. In a uniform section A and G both vanish and the separation into modes is complete. At an abrupt step W′ contains a delta function and G its square, so this smooth-edge Hamiltonian does not apply. The wavefunctions on the two sides can instead be matched directly.

For numerical transport, put slices at spacing a, set t = κ/a², and use the amplitudes c_j = √a f(x_j). On the link from j to j + 1, replace f′ by the difference (f_{j+1} − f_j)/a and f by the average (f_{j+1} + f_j)/2. The terms with A contribute

(κ/2a)(c_{j+1} − c_j)†A(c_{j+1} + c_j) + h.c.

The products with equal slice indices cancel against their conjugates because A is real and antisymmetric. The others combine into

ta(c_{j+1}†A c_j − c_j†A c_{j+1}).

Together with the ordinary kinetic energy, this gives the blocks

H_{j,j} = 2t + ε(x_j) + κG(x_j),
H_{j,j+1} = −t[1 + aA(x_{j+1/2})],
H_{j+1,j} = −t[1 − aA(x_{j+1/2})].

The last two are transposes of each other, so the matrix is Hermitian. The uncoupled approximation makes every block diagonal.

In a uniform lead, a mode varies by a factor λ_n per slice, with

E = ε_n + 2t − t(λ_n + 1/λ_n).

Choose |λ_n| < 1 for a closed mode and λ_n = exp(ik_n a), k_n > 0, for an open one. An outgoing wave on the left has c_{−1} = λ_n c_0. The lead then adds the self-energy Σ_n = −tλ_n to the end slice; the right lead does the same. An incoming wave of unit amplitude changes the relation to c_{−1} = λ_n c_0 + 1/λ_n − λ_n, which adds a source iB_n, where B_n = 2t sin(k_n a) = −2 Im Σ_n. The flux in a lead is proportional to B_n|c|². With 𝒢 = (E − H − Σ)⁻¹ taken between the last and first slices, the transmission per spin is therefore

T(E) = Σ_mn B_m |𝒢_mn|² B_n,

summed over the open modes.

To see what the uncoupled approximation loses, divide the modes into a retained set P and a discarded set Q, with the lead self-energies included in H. If no wave enters in Q, its amplitudes are f_Q = (E − H_QQ)⁻¹H_QP f_P. Substitution into the equation for P adds to H_PP the term

H_PQ(E − H_QQ)⁻¹H_QP.

This term depends on energy and connects different positions. It becomes large when E approaches a bound state of the discarded modes to which the retained modes couple, so a small coupling alone does not justify the approximation. A bound state that symmetry decouples from the retained modes has no such effect.

A wide section between narrow leads can create this situation. Let χ(x) now denote a normalized mode-3 state of energy E₃, bound in the wide section, while mode 1 is the only open mode. With no incoming wave, f₁ = g₁H₁₃f₃, where g₁ is the outgoing Green function of mode 1. Put f₃ ≈ χ and project the mode-3 equation on χ:

E − E₃ = ⟨χ|H₃₁ g₁ H₁₃|χ⟩.

To second order in the coupling, g₁ may be evaluated at E₃. The real part of the right side shifts the level. Writing the imaginary part as −γ/2 gives the width

γ = −2 Im⟨χ|H₃₁ g₁(E₃)H₁₃|χ⟩.

The uncoupled approximation gives γ = 0: the bound state exists but cannot affect transport.

Its effect can be large. Suppose W(x) is also even in x. Waves even and odd in x then scatter separately, with factors S_e = r + t₁ and S_o = r − t₁, where r and t₁ are the reflection and transmission amplitudes. Hence t₁ = (S_e − S_o)/2. The lowest mode-3 state is even, and it couples to even mode-1 waves because A is odd in x and the derivative reverses parity again. An isolated resonance at E_r multiplies S_e by (E − E_r − iγ/2)/(E − E_r + iγ/2), which has modulus one as flux conservation requires. If mode 1 alone does not reflect, the background factors satisfy S_e = −S_o, and the sum of the two terms gives

T = (E − E_r)²/[(E − E_r)² + γ²/4].

The discarded coupling thus turns full transmission into a zero. Weak background reflection shifts the zero slightly but does not remove it: the phase of S_e turns through 2π across the resonance and must meet the slowly varying phase of S_o.

For a model ribbon, take m equal to 0.1 electron masses, so κ = 381.0 meV nm². The width is 10 nm in the leads and

W(x) = 10 nm + (10 nm) cos²(πx/L)

for |x| < L/2, with L = 20 nm. The edge of mode 1 in the leads is 381.0π²/10² = 37.6 meV. Mode 2 opens at four times this, 150.4 meV, and mode 3 at 338.4 meV. At the widest point the mode-3 edge is only 84.6 meV, so a mode-3 state can be bound at energies where the leads carry mode 1 alone.

At x = −5 nm the width is 15 nm and W′ = 1.571, so W′/W = 0.1047 nm⁻¹. Then

A₁₃ = [2·1·3/(1 − 9)](0.1047 nm⁻¹) = −0.0785 nm⁻¹,
κG₁₃ = 381.0(4·3·10/64)(0.1047)² meV = 7.83 meV.

The diagonal terms there are κG₁₁ = 4.48 meV and κG₃₃ = 31.97 meV. Squaring A within modes 1 and 3 alone misses most of the latter. The full coefficient of (W′/W)² in G₃₃ is 7.652, whereas the two-mode square gives (3/4)² = 0.5625, about 7% of it. Each further odd mode adds a positive term, so the loss shrinks as modes are added. The same two-mode square is diagonal, so it gives no G₁₃ at all.

The transport matrix was solved with a = 0.1 nm and the ten lowest odd-numbered modes; the even-numbered modes decouple by symmetry. The transmission has a zero at 122.1 meV. At that energy the uncoupled calculation gives T = 0.9998. Two odd modes already place the zero at 123.2 meV, and six place it at 122.2 meV. A two-dimensional finite-element solution, with 80 by 60 bilinear cells following the edges and no mode expansion inside the device, gives 122.4 meV. The difference of about 0.25 meV from the ten-mode value is 0.2% of the energy. It is mostly mesh error of the finite elements: the mode expansion moves the zero by only 0.013 meV between six and ten modes.

The approximation does much better at 60, 90 and 140 meV. There the coupled transmission is 0.983, 0.996 and 0.976; the uncoupled values are 0.9751, 0.9995 and 0.9999. Agreement at a few energies would therefore not reveal the missing resonance.

The uncoupled mode-3 level lies at 123.1 meV, close to the zero, so the approximation locates the state well in this ribbon while missing its effect. Dropping κG₃₃ moves the level down to 115.2 meV. The diagonal correction is thus worth keeping, but it cannot supply the leakage.

The resonance width follows from the complex energy at which the coupled equations have a solution with outgoing waves and no incoming wave. Ten odd modes give E_r = 122.1 meV and γ = 4.59 meV. Modes 1 and 3 alone give γ = 4.38 meV, and the second-order formula for the same pair gives 4.35 meV. The direct coupling of modes 1 and 3 thus already reproduces about 95% of the ten-mode width.

In the second-order formula, A₁₃ alone gives 3.22 meV and G₁₃ alone gives 0.085 meV. These widths do not add, because the amplitudes are summed before squaring. The even mode-1 scattering wave can be chosen real, so the two amplitudes are real, and here they have the same sign:

(√3.217 + √0.085)² meV = 4.35 meV.

Omitting G₁₃ would lower this width by about 26%, although its separate contribution looks negligible.

In this example a gentler widening weakens the leakage. With L = 30 nm and the same widths, the slope at corresponding points falls by a factor 2/3. The resonance lies at 107.4 meV and its width is 1.00 meV, smaller by a factor of about 4.6. This is more than the factor 2.25 by which the squared slope falls. The bound state, the resonance energy and the mode-1 wave change as well, and the present numbers do not separate these effects.

A narrower resonance does not make the uncoupled result right at the resonance energy. It reduces the energy range over which the result is wrong. From the isolated-resonance formula,

∫(1 − T) dE = πγ/2,

which is about 7.2 meV for L = 20 nm. In the linear-response conductance, T is averaged with the thermal weight −∂f/∂E, where f is the Fermi function and the largest value of the weight is 1/(4k_BT_e) at electron temperature T_e. This resonance alone therefore lowers the averaged transmission by at most about πγ/(8k_BT_e), which is small when k_BT_e is much larger than γ. Other resonances within the thermal window are not included in this estimate. When k_BT_e is not large compared with γ, the coupling must be kept near such a state. When T(E) itself is wanted there, it must be kept even if a gentle taper has made the resonance narrow. If the two edges are not mirror images, A also connects modes 1 and 2, and mode-2 states bound in the wide section can add further resonances.
